# Quadratic Stark shift: scalar and tensor polarizabilities of an atomic level

An atom in a level of angular momentum $J$ is placed in a weak static electric field. If the level has definite parity it carries no permanent dipole moment, so its energy changes only because the field polarizes the atom. This change is quadratic in the field and in general differs between sublevels $M$: the couplings to the other levels depend on the orientation of $\mathbf J$ relative to the field, so the atom is polarized more easily along some directions than along others. A nonspherical charge distribution is the usual cause, but not a necessary one: an S level with $J\ge1$ acquires a small $M$ dependence through the fine structure of the P levels it couples to. The atom may have many electrons and infinitely many excited levels, yet two constants fix all $2J+1$ shifts, and for $J=0$ and $J=1/2$ one constant is enough.

## Setting and theorem

Atomic units are used in the algebra. The field $F$ points along $z$, and

$$H=H_0-FD_z,\qquad \mathbf D=-\sum_i\mathbf r_i .$$

$H_0$ is invariant under rotations and inversion. Its levels are labelled $\gamma J$, with energy $E$ for the level studied and $E'$ for another level $\gamma'J'$. The assumptions are:

1. Nuclear spin is ignored, and the level is discrete, has definite parity and is degenerate in $M$ alone.
2. $F$ times the relevant dipole elements is small compared with the gaps to levels of opposite parity.
3. The resulting shifts are small compared with the distance to other levels of the same parity.
4. Field ionization is neglected. In a real atom $-FD_z$ is unbounded below and the level becomes a resonance; the theorem concerns its perturbative position.

The spherical components are $D_0=D_z$ and $D_{\pm1}=\mp(D_x\pm iD_y)/\sqrt2$. Reduced elements are defined by

$$\langle JM|D_q|J'M'\rangle=(-1)^{J-M}\begin{pmatrix}J&1&J'\\-M&q&M'\end{pmatrix}\langle J\|D\|J'\rangle ,$$

with $\gamma,\gamma'$ understood. Write $S'=|\langle J\|D\|J'\rangle|^2$ and $\Delta'=E'-E$.

**Theorem.** To second order in $F$, for $J\ge1$,

$$\delta E(M)=-\frac{F^2}{2}\left[\alpha_0+\alpha_2f_J(M)\right],\qquad f_J(M)=\frac{3M^2-J(J+1)}{J(2J-1)},$$

$$\alpha_0=\frac{2}{3(2J+1)}\sum\frac{S'}{\Delta'},$$

$$\alpha_2=4\sqrt{\frac{5J(2J-1)}{6(J+1)(2J+1)(2J+3)}}\sum(-1)^{J+J'}\begin{Bmatrix}J&1&J'\\1&J&2\end{Bmatrix}\frac{S'}{\Delta'} .$$

The sums run over all other levels, with an integral over the continuum. For $J=0$ and $J=1/2$ the shift is $-F^2\alpha_0/2$.

In the last two cases $f_J(M)$ is $0/0$, so the first formula cannot be used as it stands. The tensor term is absent, which is the meaning of the statement $\alpha_2=0$ for $J<1$.

## Reduction to one number per sublevel

**Lemma 1.** The shift is $\delta E(M)=-F^2\alpha(M)/2$, where

$$\alpha(M)=2\langle JM|D_0RD_0|JM\rangle,\qquad R=\sum_k\frac{|k\rangle\langle k|}{E_k-E},$$

and $k$ runs over all states outside the level.

*Proof.* $D_z$ is odd under inversion, so its elements between states of the level vanish and there is no first-order shift. In second order the level is governed by the matrix

$$W_{M'M}=F^2\sum_k\frac{\langle JM'|D_z|k\rangle\langle k|D_z|JM\rangle}{E-E_k}.$$

Since $D_z$ commutes with $J_z$, the state $k$ must have the magnetic number $M$, and so must the final state. Thus $W$ is diagonal. Its diagonal element is $-F^2\langle JM|D_0RD_0|JM\rangle$, because $E-E_k=-(E_k-E)$. $\square$

An upper level therefore pushes the studied level down, and a lower one pushes it up.

## Recoupling the two dipole operators

Two symmetries of the 3j symbol are needed: an odd permutation of columns, and a reversal of all three magnetic numbers, each multiply it by $(-1)^{j_1+j_2+j_3}$.

**Lemma 2.** $\langle J\|D\|J'\rangle\langle J'\|D\|J\rangle=(-1)^{J'-J}S'$.

*Proof.* $D_0$ is Hermitian, so $\langle J'M|D_0|JM\rangle=\langle JM|D_0|J'M\rangle^*$. Inserting the definition on both sides gives

$$(-1)^{J'-M}\begin{pmatrix}J'&1&J\\-M&0&M\end{pmatrix}\langle J'\|D\|J\rangle=(-1)^{J-M}\begin{pmatrix}J&1&J'\\-M&0&M\end{pmatrix}\langle J\|D\|J'\rangle^* .$$

Exchanging the outer columns of the left symbol and then reversing its magnetic numbers produces the right symbol; the two phases cancel. Choosing an $M$ for which the symbol is not zero, we get $\langle J'\|D\|J\rangle=(-1)^{J-J'}\langle J\|D\|J'\rangle^*$. As $J-J'$ is an integer, the sign of the exponent is immaterial. $\square$

Now couple the two vector operators to rank $K$:

$$T^K_0=\sum_q\langle1q\,1{-}q|K0\rangle D_qRD_{-q},\qquad D_0RD_0=\sum_K c_KT^K_0,\quad c_K=\langle10\,10|K0\rangle .$$

The second relation is the orthogonality of the Clebsch–Gordan coefficients. The scalar combination of two unit angular momenta is $(|1,-1\rangle-|0,0\rangle+|-1,1\rangle)/\sqrt3$, so $c_0=-1/\sqrt3$. The $K=1$ combination is antisymmetric under exchange, so $c_1=0$. The squares add up to one, and $c_2$ is positive because the coupled state with $K=2$ and projection 0 is reached by lowering twice the product state $|1,1\rangle$ (which is $K=2$ with projection 2), and the lowering operator has only positive elements. Hence $c_2=\sqrt{2/3}$.

**Lemma 3.** With $A_K(M)=(-1)^{J-M}\begin{pmatrix}J&K&J\\-M&0&M\end{pmatrix}$,

$$\langle JM|T^K_0|JM\rangle=(-1)^{2J+K}\sqrt{2K+1}\,A_K(M)\sum(-1)^{J'-J}\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}\frac{S'}{\Delta'} .$$

*Proof.* Use $\langle1q\,1{-}q|K0\rangle=\sqrt{2K+1}\begin{pmatrix}1&1&K\\q&-q&0\end{pmatrix}$ and insert the states of one level $J'$. By Lemma 2 its contribution is $(-1)^{J-M}\sqrt{2K+1}\,(-1)^{J'-J}(S'/\Delta')\,X$, where

$$X=\sum_{q,M'}(-1)^{J'-M'}\begin{pmatrix}1&1&K\\q&-q&0\end{pmatrix}\begin{pmatrix}J&1&J'\\-M&q&M'\end{pmatrix}\begin{pmatrix}J'&1&J\\-M'&-q&M\end{pmatrix}.$$

The 6j symbol is defined by the relation

$$\sum_{\mu_1\mu_2\mu_3}(-1)^{\sum_i(l_i+\mu_i)}\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}$$
$$=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}.$$

Put $j_1=j_2=J$, $j_3=K$, $l_1=l_2=1$, $l_3=J'$ and $(m_1,m_2,m_3)=(-M,M,0)$. The third symbol forces $\mu_1=\mu_2$; call this $q$, and set $\mu_3=-M'$. The phase becomes $(-1)^{2+J'+2q-M'}=(-1)^{J'-M'}$, and a cyclic permutation of the second symbol gives the last symbol in $X$. The left side is therefore $X$, and

$$X=\begin{pmatrix}J&J&K\\-M&M&0\end{pmatrix}\begin{Bmatrix}J&J&K\\1&1&J'\end{Bmatrix}=(-1)^{2J+K}\begin{pmatrix}J&K&J\\-M&0&M\end{pmatrix}\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}.$$

The last step exchanges two columns of the 3j symbol, and exchanges upper and lower entries in two columns of the 6j symbol, which leaves the latter unchanged. $\square$

## Proof of the theorem

Lemmas 1 and 3 give $\alpha(M)=2\sum_Kc_K\langle JM|T^K_0|JM\rangle$ with $K=0$ and $K=2$.

**Scalar part.** The 3j symbol with a zero entry gives $A_0(M)=1/\sqrt{2J+1}$. The 6j symbol follows from $X$ at $K=0$. There the first 3j symbol is $(-1)^{1-q}/\sqrt3$, and the other two are equal, by the symmetries used in Lemma 2. With $M'=M-q$ the total phase is $(-1)^{J'-M+1}$, independent of $q$. The squared 3j symbols sum to $1/(2J+1)$, so

$$\frac{(-1)^{J'-M+1}}{\sqrt3(2J+1)}=(-1)^{2J}\frac{(-1)^{J-M}}{\sqrt{2J+1}}\begin{Bmatrix}1&1&0\\J&J&J'\end{Bmatrix}.$$

Since $4J$ is even, the 6j symbol is $(-1)^{J+J'+1}/\sqrt{3(2J+1)}$. The $K=0$ part of $\alpha(M)$ is then

$$2\left(-\frac1{\sqrt3}\right)\frac{(-1)^{2J}}{\sqrt{2J+1}}\sum(-1)^{J'-J}\frac{(-1)^{J+J'+1}}{\sqrt{3(2J+1)}}\frac{S'}{\Delta'} .$$

The signs combine to $(-1)^{2J+2J'}=1$, because $J+J'$ is an integer. What remains is $\alpha_0$.

**Tensor part, $J\ge1$.** By the Wigner–Eckart theorem $A_2(M)$ has the same $M$ dependence as the diagonal elements of any rank-2 operator with component zero. One such operator is $3J_z^2-\mathbf J^2$, so $A_2(M)=N[3M^2-J(J+1)]$. The normalization of the 3j symbols requires $\sum_MA_2^2=1/5$. Let $x=J(J+1)$. From $\sum M^2=(2J+1)x/3$ and $\sum M^4=(2J+1)x(3x-1)/15$,

$$\sum_M(3M^2-x)^2=(2J+1)x\left[\frac{3(3x-1)}5-2x+x\right]=\frac{(2J+1)x(4x-3)}5 .$$

Since $4x-3=(2J-1)(2J+3)$,

$$N=\frac1{\sqrt{J(J+1)(2J-1)(2J+1)(2J+3)}} .$$

The positive root is right: the standard phase convention makes $\langle JJ\,20|JJ\rangle$ positive, and this coefficient equals $\sqrt{2J+1}\,A_2(J)$.

The $K=2$ part of $\alpha(M)$ is

$$2\sqrt{\frac23}\sqrt5\,N[3M^2-J(J+1)]\sum(-1)^{2J+J'-J}\begin{Bmatrix}1&1&2\\J&J&J'\end{Bmatrix}\frac{S'}{\Delta'} .$$

The phase is $(-1)^{J+J'}$. Exchanging upper and lower entries in the first and third columns turns the 6j symbol into the one in the theorem. Finally $3M^2-J(J+1)=J(2J-1)f_J(M)$, and

$$2\sqrt{\frac{10}3}\,J(2J-1)N=4\sqrt{\frac{5J(2J-1)}{6(J+1)(2J+1)(2J+3)}} ,$$

which gives $\alpha_2$.

**Small $J$.** Angular momenta $J$, $J$ and 2 form a triangle only if $2J\ge2$. For $J=0$ and $1/2$ therefore $A_2=0$, and $\alpha(M)=\alpha_0$. $\square$

The number of electrons has not entered; it affects only the energies and reduced elements.

**Remark (meaning of the constants).** The sum of $3M^2-J(J+1)$ over $M$ is zero, so $\alpha_0$ is the mean polarizability of the sublevels. Also $f_J(\pm J)=1$, so $\alpha_0+\alpha_2$ is the polarizability of the stretched states.

## The 6j symbol in elementary form

**Corollary.** For $J\ge1$ each level $J'$ contributes to $\alpha_2$ its contribution to $\alpha_0$ times

$$r_{J-1}=-1,\qquad r_J=\frac{2J-1}{J+1},\qquad r_{J+1}=-\frac{J(2J-1)}{(J+1)(2J+3)} .$$

*Proof.* Directly from Lemma 1, one level contributes $2S'/\Delta'$ times a squared 3j symbol to $\alpha(M)$. The theorem holds for each level separately, so

$$\begin{pmatrix}J&1&J'\\-M&0&M\end{pmatrix}^2=\frac{1+r_{J'}f_J(M)}{3(2J+1)} .$$

A level with $J'=J-1$ has no state with $M=J$; there the left side vanishes while $f_J=1$, so $r_{J-1}=-1$. For $J'=J$ the symbol has the $M$ dependence of a vector component within one level, that of $J_z$, so its square is proportional to $M^2=[J(J+1)+J(2J-1)f_J]/3$. The ratio of the two terms is $r_J$. Last, the squares weighted by $2J'+1$ sum to one for every $M$, which requires $\sum_{J'}(2J'+1)r_{J'}=0$:

$$-(2J-1)+\frac{(2J+1)(2J-1)}{J+1}+(2J+3)r_{J+1}=0 .$$

Solving gives $r_{J+1}$. $\square$

## Worked example

Consider a model atom with one valence electron and four shells, which form its complete state space of 20 states. The level energies are 0 eV (lower s$_{1/2}$), 1.80 eV (p$_{1/2}$), 2.10 eV (p$_{3/2}$), 3.10 eV (upper s$_{1/2}$), 3.54 eV (d$_{3/2}$) and 3.64 eV (d$_{5/2}$). The radial integrals of $r$ from p are 2.0 Å to the lower s, 2.5 Å to the upper s and 3.0 Å to d, the same for both fine-structure components. The formulas contain no constants of nature, so they hold unchanged with energies in eV, dipoles in $e$ Å and fields in V/Å.

**Reduced elements of p$_{3/2}$.** The coefficients are $f_{3/2}(3/2)=1$, $f_{3/2}(1/2)=-1$, $r_{1/2}=-1$, $r_{3/2}=4/5$ and $r_{5/2}=-1/5$. Let $\rho$ be the radial integral, $m$ the orbital magnetic number and the arrow the spin.

- To s: the state $M=1/2$ is $\sqrt{2/3}\,|0\uparrow\rangle+\sqrt{1/3}\,|1\downarrow\rangle$. Only $m=0$ reaches s, with $\cos\theta$ element $1/\sqrt3$, so the squared dipole element is $2\rho^2/9$. The squared 3j symbol is $(1+1)/12=1/6$, and $S'=4\rho^2/3$.
- To d: the state $M=3/2$ is $|1\uparrow\rangle$, and the $\cos\theta$ element to d with $m=1$ is $1/\sqrt5$. The state $|1\uparrow\rangle$ of d is 4/5 d$_{5/2}$ and 1/5 d$_{3/2}$. The squared elements are $4\rho^2/25$ and $\rho^2/25$, the squared 3j symbols $(1-1/5)/12=1/15$ and $(1+4/5)/12=3/20$. Hence $S'=12\rho^2/5$ for d$_{5/2}$ and $4\rho^2/15$ for d$_{3/2}$.

**Polarizabilities.** In $e^2$Å$^2$, $S'$ is 5.333, 8.333, 2.400 and 21.60 for the lower s, upper s, d$_{3/2}$ and d$_{5/2}$. The prefactor of $\alpha_0$ is $1/6$. In $e^2$Å$^2$/eV,

$$\alpha_0=\frac16\left[\frac{5.333}{-2.10}+\frac{8.333}{1.00}+\frac{2.400}{1.44}+\frac{21.60}{1.54}\right]$$
$$=-0.4233+1.3889+0.2778+2.3377=3.581 ,$$
$$\alpha_2=0.4233-1.3889+0.2222-0.4675=-1.211 .$$

Multiplication by $1/(4\pi\varepsilon_0)$, with $e^2/(4\pi\varepsilon_0)=14.40$ eV Å, converts these to 51.6 Å$^3$ and $-17.4$ Å$^3$.

The sublevels have $\alpha(1/2)=\alpha_0-\alpha_2=4.792$ and $\alpha(3/2)=\alpha_0+\alpha_2=2.370$ in $e^2$Å$^2$/eV. At $F=0.01$ V/Å the shifts are $-2.396\times10^{-4}$ eV and $-1.185\times10^{-4}$ eV. The negative $\alpha_2$ leaves the stretched states higher, by $1.211\times10^{-4}$ eV.

**The p$_{1/2}$ level.** Its state $M=1/2$ has weight 1/3 in $|0\uparrow\rangle$ and 2/3 in $|1\downarrow\rangle$. The squared element to s is $\rho^2/9$. To d, where the squared $\cos\theta$ elements are 4/15 for $m=0$ and 1/5 for $m=1$, the total is $\rho^2(4/45+2/15)=2\rho^2/9$, all of it to d$_{3/2}$ because $J'=5/2$ is forbidden. Dividing by the squared 3j symbol $1/6$ gives $S'=2\rho^2/3$ and $4\rho^2/3$, and

$$\alpha_0=\frac13\left[\frac{2.667}{-1.80}+\frac{4.167}{1.30}+\frac{12.00}{1.74}\right]=2.873\ e^2\text{Å}^2/\text{eV}.$$

Both sublevels move by $-1.437\times10^{-4}$ eV at 0.01 V/Å.

## Where the result fails

**Stronger fields.** Inversion maps $F$ to $-F$, so the perturbation series contains even powers and the first neglected term is of order $F^4$. Diagonalizing the 20-state Hamiltonian in the field shows its size for p$_{3/2}$. At 0.01 V/Å the formula overestimates the magnitude of the shift by 0.04 % for $|M|=1/2$ and 0.01 % for $|M|=3/2$, relative to the diagonalization. At 0.1 V/Å the excesses are 3.5 % and 0.8 %. These last figures describe the closed model only: 0.1 V/Å is $10^9$ V/m, and in a real atom levels bound by less than $2\sqrt F$ in atomic units, about 2.4 eV, then lie above the field-lowered Coulomb barrier, so assumption 4 fails for such excited shells.

**A close fine-structure partner.** The operator $D_zRD_z$ also connects levels of equal parity and different $J$, but only at equal $M$. If the spin–orbit coupling of the p shell is reduced, with the weighted mean energy of the shell kept at 2.00 eV, until p$_{1/2}$ and p$_{3/2}$ are $3.0\times10^{-4}$ eV apart, assumption 3 fails at 0.01 V/Å. Diagonalization then puts p$_{3/2}$, $|M|=1/2$, above the formula by $2.1\times10^{-5}$ eV, against $8.6\times10^{-8}$ eV for the original splitting, of which the partner supplies only about $2.6\times10^{-8}$ eV. For $|M|=3/2$, which p$_{1/2}$ does not possess, the difference stays near $10^{-8}$ eV.

**Near-degenerate opposite parity.** Take two levels a distance $\Delta>0$ apart, coupled by a dipole element $d$. The shift of the lower one is

$$\delta E=\frac\Delta2-\sqrt{\frac{\Delta^2}4+d^2F^2} .$$

For $|d|F\ll\Delta$ this is $-d^2F^2/\Delta$, the quadratic law; for $|d|F\gg\Delta$ it approaches $\Delta/2-|d|F$, a shift linear in the field. Rydberg levels can cross between these regimes in small fields. With energies $-1/[2(n-\delta_l)^2]$ and small quantum defects $\delta_l$, neighbouring $l$ of one $n$ are separated by about $|\delta_l-\delta_{l+1}|/n^3$, while for low $l$ the dipole element between them is of the order of the orbit size $n^2$. Assumption 2 then requires, in order of magnitude, $F\ll|\delta_l-\delta_{l+1}|/n^5$. This condition is necessary but not sufficient. The shift, of order $n^7F^2/|\delta_l-\delta_{l+1}|$, must also stay small against a fine-structure splitting $\epsilon/n^3$ (assumption 3), which requires $F\ll\sqrt{\epsilon|\delta_l-\delta_{l+1}|}/n^5$ for the values of $M$ shared with the partner. For $|\delta_l-\delta_{l+1}|\approx0.013$ and $\epsilon\approx1.5\times10^{-5}$ this second limit is about thirty times lower.

Numerical values quoted here were computed with a short program.
